# Debugging a numerical check: Comment on removing the blocking capacitor to stop ion bombardment

```python
"""Does removing the blocking capacitor end ion bombardment of a small rf electrode?
Result under test: no. With a dc path to ground the mean plasma potential rises,
is at least V0/pi, and a net dc current flows from the electrode through the plasma
to the wall.
Symbols: V0 rf amplitude, TE electron temperature in volts, A1/A2 electrode/wall area,
c1/c2 sheath capacitances, bias = mean electrode potential, vp = plasma potential,
VF = floating sheath voltage, idc = mean current leaving the plasma at the wall.
The periodic solution of a linearised charge balance is compared with direct
integration of the original nonlinear balance and with closed-form limits."""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import odeint
from scipy.optimize import brentq
from scipy.signal import lfilter
from scipy.special import ive

Q, EPS, ME = const.e, const.epsilon_0, const.m_e
MION = 39.948 * const.atomic_mass
V0, TE, FREQ = 200.0, 3.0, 13.56e6
A1, A2, NS = 0.02, 0.06, 3e15            # m2, m2, sheath-edge density in m^-3
ATOT = A1 + A2
UB = math.sqrt(Q * TE / MION)
VF = TE * math.log(math.sqrt(MION / (2 * math.pi * ME)))
OMEGA = 2 * math.pi * FREQ
N = 20000
SINE = np.sin(2 * np.pi * np.arange(N) / N)


def ion_current_density(ns=NS):
    return Q * ns * UB


def sheath_width(volts, ns=NS):
    debye = math.sqrt(EPS * TE / (Q * ns))
    return math.sqrt(2) / 3 * debye * (2 * volts / TE) ** 0.75


def periodic(bias, c1, c2, freq=FREQ, amp=V0, ns=NS):
    """Periodic plasma potential and dc current from the linear equation for Y."""
    ji = ion_current_density(ns)
    a = c1 / (c1 + c2)
    source = (A1 * np.exp((bias + (1 - a) * amp * SINE) / TE)
              + A2 * np.exp(-a * amp * SINE / TE)) / ATOT
    decay = ji * ATOT / ((c1 + c2) * TE * freq)      # decay exponent per period
    h = decay / N
    keep = math.exp(-h)
    mean_keep = -math.expm1(-h) / h
    drive = (mean_keep - keep) * np.roll(source, 1) + (1 - mean_keep) * source
    partial = lfilter([1.0], [1.0, -keep], drive)
    end = partial[-1] / (-math.expm1(-decay))
    y = partial + np.exp(-h * np.arange(1, N + 1)) * end
    vp = VF + a * amp * SINE + TE * np.log(y)
    idc = ji * A2 * (1 - np.mean(np.exp((VF - vp) / TE)))
    return vp, idc


def find_bias(c1, c2, **kw):
    return brentq(lambda b: periodic(b, c1, c2, **kw)[1], -V0, 0.0, xtol=1e-8)


def settle(blocked, ns=NS):
    """Make the sheath widths agree with the mean sheath voltages."""
    v1, v2 = 150.0, 30.0
    for _ in range(150):
        c1 = EPS * A1 / sheath_width(v1, ns)
        c2 = EPS * A2 / sheath_width(v2, ns)
        bias = find_bias(c1, c2, ns=ns) if blocked else 0.0
        vp, idc = periodic(bias, c1, c2, ns=ns)
        new2 = vp.mean()
        new1 = new2 - bias
        change = abs(new1 - v1) + abs(new2 - v2)
        v1, v2 = new1, new2
        if change < 1e-5:
            break
    assert change < 1e-5
    return dict(c1=c1, c2=c2, bias=bias, vp=vp, idc=idc, v1=v1, v2=v2)


def simulate(bias, c1, c2, cycles=14, cblock=math.inf, means=None):
    """Integrate the nonlinear charge balance; electron current saturates at zero
    sheath voltage. If means is given, capacitances follow (V + TE)^(-1/2)."""
    ji = ion_current_density()
    sat = ji * math.exp(VF / TE)

    def rhs(state, theta):
        vp, offset = state
        s1 = max(vp - offset - V0 * math.sin(theta), 0.0)
        s2 = max(vp, 0.0)
        k1, k2 = c1, c2
        if means is not None:
            k1 = c1 * math.sqrt((means[0] + TE) / (s1 + TE))
            k2 = c2 * math.sqrt((means[1] + TE) / (s2 + TE))
        e1 = sat * A1 * math.exp(-s1 / TE)
        e2 = sat * A2 * math.exp(-s2 / TE)
        slope = OMEGA * V0 * math.cos(theta)
        loss = -k1 * slope - e1 + ji * A1
        share = k1 / (cblock + k1)
        dvp = ((k1 * slope + e1 + e2 - ji * ATOT + share * loss)
               / (k1 + k2 - share * k1))
        doff = (k1 * dvp + loss) / (cblock + k1)
        return [dvp / OMEGA, doff / OMEGA]

    last = 2 * np.pi * (cycles - 1 + np.arange(1000) / 1000)
    out = odeint(rhs, [VF, bias], np.concatenate(([0.0], last)),
                 rtol=1e-7, atol=1e-6, hmax=0.05, mxstep=1000000)[1:]
    vp = out[:, 0]
    idc = A2 * (ji - np.mean(sat * np.exp(-np.maximum(vp, 0) / TE)))
    return vp.mean(), idc, out[:, 1].mean()


def impact_energies(volts, gap):
    """Follow ions entering at 100 rf phases through a Child-shaped potential."""
    start = np.arange(100) * (N // 100)
    x, v = np.zeros(100), np.full(100, UB)
    energy, done = np.zeros(100), np.zeros(100, bool)
    dt = 1 / (400 * FREQ)
    for step in range(30000):
        now = volts[(start + step * (N // 400)) % N]
        v = v + dt * Q / MION * 4 / 3 * now / gap * np.cbrt(x / gap)
        x = x + dt * v
        hit = (x >= gap) & ~done
        energy[hit] = MION * v[hit] ** 2 / (2 * Q)
        done |= hit
        if done.all():
            break
    assert done.all()
    return energy


ji = ion_current_density()
blk = settle(True)
free = settle(False)
c1, c2 = blk["c1"], blk["c2"]
held_vp, held_idc = periodic(0.0, c1, c2)

# Direct nonlinear integration against the periodic solution, three states.
for state_bias, k1, k2, vp, idc in (
        (blk["bias"], c1, c2, blk["vp"], blk["idc"]),
        (0.0, c1, c2, held_vp, held_idc),
        (0.0, free["c1"], free["c2"], free["vp"], free["idc"])):
    sim_v, sim_i, _ = simulate(state_bias, k1, k2)
    assert abs(sim_v - vp.mean()) < 0.3
    assert abs(sim_i - idc) < 0.01 * ji * A2

# A real, initially uncharged capacitor must charge to the bias and stop the current.
CB = 1e-9
_, cap_idc, cap_bias = simulate(0.0, c1, c2, cycles=300, cblock=CB)
series = c1 * c2 / (c1 + c2)
cap_expected = find_bias(c1, c2, amp=V0 * CB / (CB + series))
assert abs(cap_bias / cap_expected - 1) < 0.05   # rf ripple on the finite capacitor
assert abs(cap_idc) < 0.03 * ji * A2

# Rise at every instant, floor and current bounds across seven decades of frequency.
for factor in 10.0 ** np.arange(-4, 4):
    b = find_bias(c1, c2, freq=FREQ * factor)
    vb, _ = periodic(b, c1, c2, freq=FREQ * factor)
    vu, iu = periodic(0.0, c1, c2, freq=FREQ * factor)
    assert b < 0 and np.all(vu > vb)
    assert min(vu.min(), (vu - V0 * SINE).min()) > 0
    assert vu.mean() > V0 / math.pi
    assert 0 < iu < ji * A2

# Low-frequency closed forms.
low = FREQ * 1e-5
low_vp, low_idc = periodic(0.0, c1, c2, freq=low)
low_bias = find_bias(c1, c2, freq=low)
low_blk = periodic(low_bias, c1, c2, freq=low)[0].mean()
logr = math.log(A2 / A1)
low_v_formula = VF + V0 / math.pi - TE / 2 * math.log(ATOT**2 / (A1 * A2))
low_i_formula = ji * ((A2 - A1) / 2 - ATOT * TE * logr / (math.pi * V0))
low_b_formula = TE * logr - V0 * math.cos(math.pi * A1 / ATOT)
assert abs(low_vp.mean() - low_v_formula) < 0.2
assert abs(low_idc - low_i_formula) < 0.005 * ji * A2
assert abs(low_bias - low_b_formula) < 1.0

# High-frequency closed forms with modified Bessel functions.
high = FREQ * 1e5
a = c1 / (c1 + c2)
u1, u2 = (1 - a) * V0 / TE, a * V0 / TE
b1, b2 = ive(0, u1) * math.exp(u1), ive(0, u2) * math.exp(u2)
high_vp, high_idc = periodic(0.0, c1, c2, freq=high)
high_bias = find_bias(c1, c2, freq=high)
high_blk = periodic(high_bias, c1, c2, freq=high)[0].mean()
assert abs(high_vp.mean() - VF - TE * math.log((A1*b1 + A2*b2) / ATOT)) < 0.01
assert abs(high_idc / (ji*A1*A2*(b1 - b2) / (A1*b1 + A2*b2)) - 1) < 1e-3
assert abs(high_bias - TE * math.log(b2 / b1)) < 0.01
high_drop = high_blk - high_bias - high_vp.mean()
drop_bound = TE * math.log(1 + A2 / A1)
assert 0 < high_drop < drop_bound + 0.01

# The rise survives readjustment of sheath widths.
assert free["v2"] > blk["v2"] and free["v2"] > V0 / math.pi
assert 0 < free["idc"] < ji * A2
min_sheath = min(free["vp"].min(), (free["vp"] - V0 * SINE).min())
assert min_sheath > 0

# Ion trajectories: mean energy follows the mean sheath voltage.
s1b, s2b = sheath_width(blk["v1"]), sheath_width(blk["v2"])
s_free = sheath_width(free["v2"])
spectra = []
for volts, gap in ((blk["vp"] - blk["bias"] - V0 * SINE, s1b),
                   (free["vp"] - V0 * SINE, s_free), (free["vp"], s_free)):
    en = impact_energies(volts, gap)
    assert abs(en.mean() / (volts.mean() + TE / 2) - 1) < 0.10
    spectra.append(en)

# Sizes of neglected effects.
nl_free, nl_idc, _ = simulate(0.0, free["c1"], free["c2"],
                              means=(free["v1"], free["v2"]))
nl_means = (blk["v1"], blk["v2"])
nl_bias = brentq(lambda b: simulate(b, c1, c2, means=nl_means)[1],
                 -V0, 0.0, xtol=0.02)
nl_blk = simulate(nl_bias, c1, c2, means=nl_means)[0]
assert nl_free > nl_blk and nl_free > V0 / math.pi and nl_idc > 0
half_n, double_n = settle(False, NS / 2)["v2"], settle(False, NS * 2)["v2"]
assert min(half_n, double_n) > V0 / math.pi
PRESS, TGAS, SIGMA, GAMMA, KEL, LBULK = 5.0, 300.0, 6e-19, 0.1, 1e-13, 0.05
ngas = PRESS * 1e-3 * const.torr / (const.k * TGAS)
mfp = 1 / (ngas * SIGMA)
bulk = (ME * math.hypot(KEL * ngas, OMEGA) * LBULK * OMEGA * c1 * V0
        / (NS / 0.61 * Q**2 * A1))
OXIDE, KOX = 1e-6, 3.9
ox_time = KOX * EPS / OXIDE * abs(blk["bias"]) / (free["idc"] / A1)
ox_field = abs(blk["bias"]) / OXIDE / 1e8


def show(label, value, unit, digits=1):
    print(f"{label}: {value:.{digits}f} {unit}")


show("rf amplitude V0", V0, "V")
show("frequency", FREQ / 1e6, "MHz", 2)
show("electron temperature", TE, "eV")
show("electrode area", A1 * 1e4, "cm2", 0)
show("wall area", A2 * 1e4, "cm2", 0)
print(f"sheath-edge density: {NS / 1e6:.1e} cm^-3")
show("ion current density", ji * 0.1, "mA/cm2", 3)
show("floating sheath voltage Vf", VF, "V", 2)
show("floor V0/pi", V0 / math.pi, "V", 2)
show("BLOCKED self-bias", blk["bias"], "V")
show("BLOCKED mean plasma potential", blk["v2"], "V")
show("BLOCKED mean electrode sheath voltage", blk["v1"], "V")
print(f"BLOCKED sheath widths electrode, wall: {s1b*1e3:.2f}, {s2b*1e3:.2f} mm")
print(f"BLOCKED capacitances c1, c2: {c1*1e12:.1f}, {c2*1e12:.1f} pF")
show("BLOCKED capacitance fraction a", a, "(no unit)", 4)
show("UNBLOCKED, held capacitances, mean plasma potential", held_vp.mean(), "V")
show("UNBLOCKED, held capacitances, dc current", held_idc * 1e3, "mA")
show("UNBLOCKED, readjusted, mean plasma potential", free["v2"], "V")
show("UNBLOCKED, readjusted, dc current", free["idc"] * 1e3, "mA")
show("UNBLOCKED, readjusted, sheath width", s_free * 1e3, "mm", 2)
print(f"UNBLOCKED, readjusted, c1, c2: {free['c1']*1e12:.1f}, "
      f"{free['c2']*1e12:.1f} pF")
show("UNBLOCKED, readjusted, smallest sheath voltage", min_sheath, "V", 2)
show("wall ion saturation current", ji * A2 * 1e3, "mA")
show("electrode sheath voltage, unblocked/blocked", free["v1"]/blk["v1"], "ratio", 3)
show("plasma potential, unblocked/blocked", free["v2"]/blk["v2"], "ratio", 2)
for name, en in zip(("electrode blocked", "electrode unblocked", "wall unblocked"),
                    spectra):
    print(f"ion energy {name}, mean/min/max: {en.mean():.1f} / {en.min():.1f} / "
          f"{en.max():.1f} eV")
print(f"low-frequency limit, mean Vp blocked, unblocked: {low_blk:.1f}, "
      f"{low_vp.mean():.1f} V")
print(f"low-frequency limit, bias and dc current: {low_bias:.1f} V, "
      f"{low_idc*1e3:.1f} mA")
print(f"high-frequency limit (held c), mean Vp blocked, unblocked: {high_blk:.1f}, "
      f"{high_vp.mean():.1f} V")
print(f"high-frequency limit (held c), bias and dc current: {high_bias:.1f} V, "
      f"{high_idc*1e3:.1f} mA")
print(f"high-frequency electrode voltage loss, bound: {high_drop:.2f}, "
      f"{drop_bound:.2f} V")
show("charging test, blocking capacitor", CB * 1e9, "nF")
print(f"charging test, final bias, expected bias: {cap_bias:.1f}, "
      f"{cap_expected:.1f} V")
show("charging test, final dc current", cap_idc * 1e3, "mA", 2)
print(f"voltage-dependent capacitance, mean Vp blocked, unblocked: {nl_blk:.1f}, "
      f"{nl_free:.1f} V")
print(f"voltage-dependent capacitance, bias, unblocked dc current: {nl_bias:.1f} V, "
      f"{nl_idc*1e3:.1f} mA")
print(f"unblocked mean Vp at half, double density: {half_n:.1f}, {double_n:.1f} V")
print(f"gas pressure, temperature: {PRESS:.1f} mTorr, {TGAS:.0f} K")
print(f"rough charge-exchange cross section: {SIGMA*1e4:.1e} cm2")
show("charge-exchange mean free path", mfp * 1e3, "mm")
show("ions crossing unblocked sheath without exchange", math.exp(-s_free/mfp),
     "fraction", 2)
show("rough secondary electron yield", GAMMA, "per ion", 2)
show("secondary-electron shift of Vf, size", TE * math.log(1 + GAMMA), "V", 2)
print(f"bulk length, rough electron collision rate constant: {LBULK*100:.1f} cm, "
      f"{KEL*1e6:.1e} cm3/s")
show("bulk rf voltage amplitude", bulk, "V", 2)
print(f"oxide film thickness, relative permittivity: {OXIDE*1e9:.0f} nm, {KOX:.1f}")
show("oxide charging time at initial dc current", ox_time * 1e3, "ms", 2)
show("oxide field at full bias", ox_field, "MV/cm", 2)
print("done: every assertion held")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 159, in <module>
    assert b < 0 and np.all(vu > vb)
           ^^^^^
AssertionError
```

Likely cause: The fault was in the program's strict comparison, in floating-point arithmetic, of the unblocked and blocked plasma potentials at every instant. At low frequency, during the negative half-cycle, the electrode's electron term is smaller than the wall term by a factor below double precision, so the two computed potentials coincide although the true difference is positive. That comparison now allows 1e-8 V for rounding, and a new test requires the cycle mean to rise by more than 1 V at every scanned frequency. The tests that the dc current stays below wall ion saturation get a relative allowance of 1e-10 for the same reason, since at high frequency the wall electron current is too small to register; the physics, the parameters and all other tolerances are unchanged.

Repair:

```diff
@@ -26,4 +26,5 @@
 N = 20000
 SINE = np.sin(2 * np.pi * np.arange(N) / N)
+ROUND_V, ROUND_REL = 1e-8, 1e-10         # allowances for floating-point rounding
 
 
@@ -152,13 +153,17 @@
 assert abs(cap_idc) < 0.03 * ji * A2
 
-# Rise at every instant, floor and current bounds across seven decades of frequency.
+# Rise, floor and current bounds over a wide range of frequency. Where the electrode
+# term is far below the wall term, the two potentials agree to the last stored digit,
+# so the instant-by-instant test allows rounding and the mean must rise clearly.
 for factor in 10.0 ** np.arange(-4, 4):
     b = find_bias(c1, c2, freq=FREQ * factor)
     vb, _ = periodic(b, c1, c2, freq=FREQ * factor)
     vu, iu = periodic(0.0, c1, c2, freq=FREQ * factor)
-    assert b < 0 and np.all(vu > vb)
+    assert b < 0
+    assert np.all(vu > vb - ROUND_V)
+    assert vu.mean() > vb.mean() + 1.0
     assert min(vu.min(), (vu - V0 * SINE).min()) > 0
     assert vu.mean() > V0 / math.pi
-    assert 0 < iu < ji * A2
+    assert 0 < iu < ji * A2 * (1 + ROUND_REL)
 
 # Low-frequency closed forms.
@@ -192,5 +197,5 @@
 # The rise survives readjustment of sheath widths.
 assert free["v2"] > blk["v2"] and free["v2"] > V0 / math.pi
-assert 0 < free["idc"] < ji * A2
+assert 0 < free["idc"] < ji * A2 * (1 + ROUND_REL)
 min_sheath = min(free["vp"].min(), (free["vp"] - V0 * SINE).min())
 assert min_sheath > 0
```

The mended program passes:

```
rf amplitude V0: 200.0 V
frequency: 13.56 MHz
electron temperature: 3.0 eV
electrode area: 200 cm2
wall area: 600 cm2
sheath-edge density: 3.0e+09 cm^-3
ion current density: 0.129 mA/cm2
floating sheath voltage Vf: 14.04 V
floor V0/pi: 63.66 V
BLOCKED self-bias: -172.9 V
BLOCKED mean plasma potential: 20.7 V
BLOCKED mean electrode sheath voltage: 193.6 V
BLOCKED sheath widths electrode, wall: 4.24, 0.79 mm
BLOCKED capacitances c1, c2: 41.7, 670.1 pF
BLOCKED capacitance fraction a: 0.0586 (no unit)
UNBLOCKED, held capacitances, mean plasma potential: 187.9 V
UNBLOCKED, held capacitances, dc current: 77.6 mA
UNBLOCKED, readjusted, mean plasma potential: 142.6 V
UNBLOCKED, readjusted, dc current: 77.6 mA
UNBLOCKED, readjusted, sheath width: 3.37 mm
UNBLOCKED, readjusted, c1, c2: 52.5, 157.5 pF
UNBLOCKED, readjusted, smallest sheath voltage: 2.11 V
wall ion saturation current: 77.6 mA
electrode sheath voltage, unblocked/blocked: 0.737 ratio
plasma potential, unblocked/blocked: 6.90 ratio
ion energy electrode blocked, mean/min/max: 191.3 / 174.2 / 216.6 eV
ion energy electrode unblocked, mean/min/max: 148.7 / 126.6 / 162.7 eV
ion energy wall unblocked, mean/min/max: 144.8 / 137.6 / 151.0 eV
low-frequency limit, mean Vp blocked, unblocked: 22.9, 75.2 V
low-frequency limit, bias and dc current: -138.0 V, 25.3 mA
high-frequency limit (held c), mean Vp blocked, unblocked: 21.1, 189.2 V
high-frequency limit (held c), bias and dc current: -172.3 V, 77.6 mA
high-frequency electrode voltage loss, bound: 4.16, 4.16 V
charging test, blocking capacitor: 1.0 nF
charging test, final bias, expected bias: -166.0, -166.2 V
charging test, final dc current: -0.00 mA
voltage-dependent capacitance, mean Vp blocked, unblocked: 21.2, 128.6 V
voltage-dependent capacitance, bias, unblocked dc current: -165.7 V, 77.6 mA
unblocked mean Vp at half, double density: 145.8, 138.1 V
gas pressure, temperature: 5.0 mTorr, 300 K
rough charge-exchange cross section: 6.0e-15 cm2
charge-exchange mean free path: 10.4 mm
ions crossing unblocked sheath without exchange: 0.72 fraction
rough secondary electron yield: 0.10 per ion
secondary-electron shift of Vf, size: 0.29 V
bulk length, rough electron collision rate constant: 5.0 cm, 1.0e-07 cm3/s
bulk rf voltage amplitude: 1.11 V
oxide film thickness, relative permittivity: 1000 nm, 3.9
oxide charging time at initial dc current: 1.54 ms
oxide field at full bias: 1.73 MV/cm
done: every assertion held
```
